\section*{Fractional-spin constancy and its violation by LDA for hydrogen}

\section{What symmetry fixes}

Take one hydrogen atom without a magnetic field, described by the nonrelativistic Hamiltonian. Its density is $n(\mathbf r)$, and a fraction $\gamma$ of the electron has spin up:
\begin{equation}
n_\uparrow=\gamma n,\qquad n_\downarrow=(1-\gamma)n,\qquad 0\le\gamma\le1 .
\end{equation}
A spin rotation by $\pi$ about the $x$ axis exchanges the two spin densities and leaves the Hamiltonian unchanged. Hence
\begin{equation}
E(\gamma)=E(1-\gamma). \label{sym}
\end{equation}
The energy can depend on the polarization $\zeta=2\gamma-1$ only through $|\zeta|$. In particular the two ends are equal, $E(0)=E(1)$. If a fractional spin means a statistical mixture of the two spin states, the energy is linear in $\gamma$, and a linear function with equal ends is constant.

An approximate functional can obey (\ref{sym}) and still bend between the ends. The LDA does so, and the size of the bend is the quantity to be found. Atomic units are used: energies are in hartree and lengths in bohr.

\section{The simplest case: one electron, two spin states}

Let $\phi=e^{-r}/\sqrt\pi$ be the 1s orbital, so that $n=\phi^2=e^{-2r}/\pi$. The states $|\phi\uparrow\rangle$ and $|\phi\downarrow\rangle$ both have energy $-1/2$. The mixture
\begin{equation}
\Gamma_\gamma=\gamma|\phi\uparrow\rangle\langle\phi\uparrow|
+(1-\gamma)|\phi\downarrow\rangle\langle\phi\downarrow|
\end{equation}
has the spin densities $\gamma n$ and $(1-\gamma)n$, and its energy is
\begin{equation}
\operatorname{Tr}\Gamma_\gamma H=-\tfrac12\gamma-\tfrac12(1-\gamma)=-\tfrac12 .
\end{equation}
No one-electron state or mixture has a lower energy, so this is the minimum for the given spin densities.

At $\gamma=1/2$ the mixture has zero magnetization in every direction. The pure state $(|\phi\uparrow\rangle+|\phi\downarrow\rangle)/\sqrt2$ has the same $n_\uparrow$ and $n_\downarrow$, but it is fully magnetized along $x$. ``Half an electron of each spin'' means the unmagnetized mixture here.

A limit shows what the degeneracy does. Add a field term $b\int(n_\uparrow-n_\downarrow)\,d^3r$. For these densities it adds $b(2\gamma-1)$, so the constant becomes the straight line $-1/2+b(2\gamma-1)$. The line is flat only for $b=0$, when the two states are degenerate.

\section{General degenerate ensembles}

Let an $N$-electron Hamiltonian $H=T+W+V$ have a $g$-fold degenerate ground level $E_0$ with orthonormal states $\Psi_i$ and spin densities $n_i$ (the spin index is suppressed). Define the energy functional by a search over all $N$-electron ensembles with a given density:
\begin{equation}
E_v[n]=\min_{\Gamma\to n}\operatorname{Tr}\Gamma H . \label{search}
\end{equation}
The claim is
\begin{equation}
E_v\Big[\sum_i w_i n_i\Big]=E_0,\qquad w_i\ge0,\quad \sum_i w_i=1. \label{constancy}
\end{equation}

\emph{Upper bound.} The density is linear in $\Gamma$, so $\Gamma_w=\sum_i w_i|\Psi_i\rangle\langle\Psi_i|$ has density $\sum_i w_in_i$ and is admitted in the search. Therefore
\begin{equation}
E_v\Big[\sum_i w_in_i\Big]\le\operatorname{Tr}\Gamma_wH=\sum_i w_iE_0=E_0 .
\end{equation}

\emph{Lower bound.} Any ensemble can be written $\Gamma=\sum_k\lambda_k|\Phi_k\rangle\langle\Phi_k|$ with $\lambda_k\ge0$ and $\sum_k\lambda_k=1$. The variational principle holds for each term:
\begin{equation}
\operatorname{Tr}\Gamma H=\sum_k\lambda_k\langle\Phi_k|H|\Phi_k\rangle
\ge\sum_k\lambda_kE_0=E_0 .
\end{equation}
The two bounds coincide, which proves (\ref{constancy}).

The constant quantity is the total energy. When the degenerate states differ in spatial density, the Hartree and noninteracting kinetic energies may change with the weights, and $E_{xc}$ must compensate. The external energy is linear in the weights. It stays fixed when the states are partners under a symmetry of the potential, and it can change only for an accidental degeneracy.

\subsection*{Check on a three-site ring}

Put one electron on a ring of three sites with hopping matrix element $+1$. The eigenvalues are $2,-1,-1$, so the ground level is doubly degenerate. A lower bound on (\ref{search}) follows from adding any site potential $u$ and subtracting its energy again:
\begin{equation}
\operatorname{Tr}\Gamma H=\operatorname{Tr}\Gamma(H+u)-u\cdot n
\ge E_0[u]-u\cdot n .
\end{equation}
Maximized over a grid of potentials, the right side is $-1.000000$ for a $0.3/0.7$ mixture of the two ground states, as (\ref{constancy}) requires.

The density $(0.9,0.05,0.05)$ behaves differently. Ground-state amplitudes satisfy $c_1=-(c_2+c_3)$, hence
\begin{equation}
|c_1|^2\le2(|c_2|^2+|c_3|^2)=2(1-|c_1|^2)
\quad\Rightarrow\quad |c_1|^2\le\tfrac23 .
\end{equation}
No mixture of ground states can put $0.9$ on one site. The bound for this density is $-0.7485$, above the ground level. Constancy is a property of mixtures of ground-state densities, not of all densities.

\section{The same condition from size consistency}

The ensemble proof defines the functional through mixtures. A second proof uses pure states only. Take rational weights $w_i=p_i/q$ and place $q$ copies of the system infinitely far apart, with interactions between copies vanishing in that limit. An assignment $a$ puts copy $A$ in state $\Psi_{a(A)}$, with exactly $p_i$ copies in state $i$. There are
\begin{equation}
M=\frac{q!}{\prod_i p_i!}
\end{equation}
assignments. Superpose them equally, with each product antisymmetrized:
\begin{equation}
|\Psi\rangle=\frac1{\sqrt M}\sum_a|a\rangle .
\end{equation}
Each term has energy $qE_0$, so $\Psi$ does too. It is a ground state of the whole if moving electrons between copies cannot lower the energy. This is an assumption for a general system; for hydrogen it is proved below.

Now find the density near copy $A$. The density operator there acts on copy $A$ alone, so $\langle a|\hat n|b\rangle$ contains the overlap of the states of every other copy. Two different assignments with the same numbers $p_i$ differ on at least two copies: if they agreed on all but one, the numbers $p_i$ would fix the last one as well. At least one overlap of orthogonal states therefore remains, and all cross terms vanish. The same holds for the spin-flip density, so no transverse magnetization arises from cross terms.

For the diagonal terms, count the assignments with copy $A$ in state $i$. Their fraction is
\begin{equation}
\frac1M\,\frac{(q-1)!}{(p_i-1)!\prod_{j\ne i}p_j!}=\frac{p_i}{q}.
\end{equation}
Every copy thus carries the density $\bar n=\sum_i(p_i/q)n_i$. Consider a functional that is exact for pure ground states, additive over distant fragments and invariant under translation. It must satisfy
\begin{equation}
qE_0=E\Big[\sum_A\bar n_A\Big]=\sum_AE[\bar n_A]=qE[\bar n],
\end{equation}
so $E[\bar n]=E_0$. If $E$ is continuous in the weights, the result extends from rational to real $w_i$.

\subsection*{Hydrogen: the stretched molecule}

For hydrogen the assumption about electron transfer can be proved. An atom holding $k$ electrons has energy $E(k)\ge-k/2$, because each electron contributes at least $-1/2$ in the nuclear field and the repulsion is positive. Summed over $q$ distant atoms with $q$ electrons in total, the energy is at least $-q/2$, the value for neutral atoms.

With $q=2$ and one copy in each spin state, the superposition of assignments can be taken as the H$_2$ singlet. (The relative sign is free, because the cross terms vanish.) A full diagonalization with seven s Gaussians per atom at a separation of 40 bohr gives $-0.999550$, twice the atomic energy $-0.499775$ in the same basis. Each spin has a population of $0.500000$ on atom $A$. The mixed atom of the first proof is therefore what one sees locally in a pure, entangled molecular state.

\section{What the exact functional must do for hydrogen}

Use the Kohn--Sham decomposition
\begin{equation}
E=T_s+V+J+E_{xc}.
\end{equation}
The orbital $\phi$ is occupied by $\gamma$ electrons of one spin and $1-\gamma$ of the other. The first three terms then depend only on the sum of the occupations, which is one. With $|\nabla\phi|^2=e^{-2r}/\pi$,
\begin{align}
T_s&=\tfrac12\int|\nabla\phi|^2d^3r=2\int_0^\infty r^2e^{-2r}dr=\tfrac12,\\
V&=-\int\frac nr\,d^3r=-4\int_0^\infty re^{-2r}dr=-1 .
\end{align}
The potential of the charge $n$ is $v_H=1/r-e^{-2r}(1+1/r)$, so
\begin{align}
J&=\tfrac12\int n\,v_H\,d^3r
=2\int_0^\infty\left[re^{-2r}-(r^2+r)e^{-4r}\right]dr\nonumber\\
&=2\left[\tfrac14-\tfrac1{32}-\tfrac1{16}\right]=\tfrac5{16}.
\end{align}
Setting the total to $-1/2$ gives, for every $\gamma$,
\begin{equation}
E_{xc}=-\tfrac12-\tfrac12+1-\tfrac5{16}=-\tfrac5{16}=-0.3125 . \label{excreq}
\end{equation}
The requirement is that $E_{xc}$ cancel the self-repulsion $J$ for every division of the electron between the spins.

\section{LDA exchange}

A dimensional argument fixes the local form. Under the scaling $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$ the exchange energy must grow as $\lambda$, like any Coulomb energy. A local integral $\int n^p\,d^3r$ grows as $\lambda^{3p-3}$, hence $p=4/3$. With the coefficient of the uniform electron gas,
\begin{equation}
E_x=-\frac32\left(\frac3{4\pi}\right)^{1/3}\sum_\sigma\int n_\sigma^{4/3}d^3r .
\end{equation}
Inserting $\gamma n$ and $(1-\gamma)n$ gives
\begin{equation}
E_x(\gamma)=E_x(1)\left[\gamma^{4/3}+(1-\gamma)^{4/3}\right]. \label{exg}
\end{equation}
The bracket is 1 at the ends and $2\cdot2^{-4/3}=2^{-1/3}\approx0.794$ in the middle. LDA loses about a fifth of its exchange energy when the electron is divided between the spins.

For the 1s density the integral is
\begin{equation}
\int n^{4/3}d^3r=\pi^{-4/3}\,4\pi\int_0^\infty r^2e^{-8r/3}dr
=4\pi^{-1/3}\,\frac{2}{(8/3)^3}=\frac{27}{64}\pi^{-1/3}.
\end{equation}
At $\gamma=1/2$ the prefactor is $\frac32\left(\frac3{4\pi}\right)^{1/3}2^{-1/3}=\frac34\left(\frac3\pi\right)^{1/3}$, so
\begin{align}
E_x(\tfrac12)&=-\frac{81}{256}\,3^{1/3}\pi^{-2/3}=-0.2127,\\
E_x(1)&=2^{1/3}E_x(\tfrac12)=-0.2680 .
\end{align}
Exchange alone raises the half-and-half energy by $0.2680-0.2127=0.0553$.

Two limits describe the shape. Near the middle, with $\gamma=(1+\zeta)/2$,
\begin{equation}
E_x=E_x(\tfrac12)\left[1+\tfrac29\zeta^2+O(\zeta^4)\right],
\end{equation}
which has no linear term, as (\ref{sym}) demands. Near an end, with $\delta=1-\gamma$,
\begin{equation}
E_x=E_x(1)\left[1-\tfrac43\delta+\delta^{4/3}+O(\delta^2)\right],
\end{equation}
so the exchange energy starts to rise linearly as soon as a little spin is moved.

\subsection*{A comparison: Hartree--Fock exchange}

For fractional occupations $g_\sigma$ of the same orbital, the Hartree--Fock exchange energy is quadratic in the one-particle density matrix $g_\sigma\phi(\mathbf r)\phi(\mathbf r')$:
\begin{equation}
E_x^{HF}(\gamma)=-J\left[\gamma^2+(1-\gamma)^2\right].
\end{equation}
It satisfies (\ref{excreq}) at the ends. In the middle it gives only $-J/2$, an error of $5/32\approx0.156$. Freedom from self-interaction at integer spin does not imply constancy. The exponent shows why: a bracket $\gamma^p+(1-\gamma)^p$ equals one at $\gamma=1/2$ only if $2^{1-p}=1$, that is $p=1$.

\section{LDA correlation}

The Perdew--Wang correlation energy per electron has, for each of the two polarizations $\zeta=0$ and $\zeta=1$, the form
\begin{equation}
\varepsilon_c=-2A(1+\alpha_1r_s)\ln\left[1+\frac1{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\right],
\end{equation}
with $r_s=(3/4\pi n)^{1/3}$. The parameters $(A,\alpha_1,\beta_1,\beta_2,\beta_3,\beta_4)$ are $(0.031091,\,0.21370,\,7.5957,\,3.5876,\,1.6382,\,0.49294)$ for $\zeta=0$ and $(0.015545,\,0.20548,\,14.1189,\,6.1977,\,3.3662,\,0.62517)$ for $\zeta=1$. Integrating $n\varepsilon_c$ over the 1s density gives
\begin{equation}
E_c(\tfrac12)=-0.0414,\qquad E_c(1)=-0.0222 .
\end{equation}
A single electron has no correlation energy, so the second value is an error in itself. The unpolarized value is lower by $0.0192$, which cancels about a third of the exchange rise.

\section{The violation on the exact density}

Adding $T_s+V+J=-0.1875$ gives the total energies below. Intermediate rows use the functional's own interpolation in $\zeta$, which is not needed for the two end results.

\begin{center}
\begin{tabular}{cccc}
$\gamma$ & $E_x$ & $E_c$ & $E$ \\
1.00 & $-0.2680$ & $-0.0222$ & $-0.4777$ \\
0.90 & $-0.2453$ & $-0.0309$ & $-0.4637$ \\
0.75 & $-0.2249$ & $-0.0377$ & $-0.4500$ \\
0.60 & $-0.2146$ & $-0.0408$ & $-0.4430$ \\
0.50 & $-0.2127$ & $-0.0414$ & $-0.4416$
\end{tabular}
\end{center}

The exact column would read $-0.5$ throughout. Among these values the LDA energy is highest at $\gamma=1/2$. The violation of constancy is
\begin{equation}
\Delta=E(\tfrac12)-E(1)=0.0553-0.0192=0.0361,
\end{equation}
or $0.98$ eV. It must be kept apart from the total error relative to $-1/2$:
\begin{equation}
\underbrace{0.0584}_{\text{error at }\gamma=1/2}
=\underbrace{0.0223}_{\text{error at }\gamma=1}
+\underbrace{0.0361}_{\Delta}.
\end{equation}
The first part on the right is present for an ordinary polarized atom. The second comes only from dividing the electron between the spins.

\section{Letting the density relax}

The LDA orbital is not the exact 1s function. With the occupations held fixed, self-consistent calculations in 14 even-tempered s Gaussians give
\begin{equation}
E(1)=-0.4787,\qquad E(\tfrac12)=-0.4457,\qquad \Delta=0.0330,
\end{equation}
so the violation is $0.90$ eV. The same basis gives $-0.499998$ for the exact one-electron Hamiltonian, so its incompleteness does not matter at this precision. Relaxation lowers the polarized atom by $0.0010$ and the half-and-half atom by $0.0040$. The difference accounts for the decrease of $\Delta$ from $0.0361$ to $0.0330$. The violation is thus already present on the exact density, and relaxation reduces it by less than a tenth. It is a fault of the functional and not of the choice of density.

\section{Where the error appears: restricted H$_2$}

In restricted Kohn--Sham theory both electrons of H$_2$ occupy $\phi_g=(\phi_A+\phi_B)/\sqrt2$ at large separation. Each spin density is
\begin{equation}
n_\sigma=\tfrac12\phi_A^2+\tfrac12\phi_B^2+\phi_A\phi_B
\;\longrightarrow\;\tfrac12\phi_A^2+\tfrac12\phi_B^2 ,
\end{equation}
since the overlap term vanishes. Each atom has half an electron of each spin. The atoms are neutral, so their long-range Coulomb terms cancel, and the LDA energy is additive. The limit must be $2E(\tfrac12)$.

At 30 bohr the restricted LDA energy is $-0.8913$, which agrees with twice the half-and-half atom. The exact limit is $-1$, so the error is $0.1087$, or $2.96$ eV. It divides as
\begin{equation}
0.1087\approx2(0.0330)+2(0.0213),
\end{equation}
where $0.0213$ is the self-consistent error of one polarized atom. The larger part is the fractional-spin violation. Polarizing the atoms oppositely would remove it, at the price of spin densities that the singlet does not have.

\subsection*{What a multiconfigurational description adds}

The spin densities cannot tell the correct singlet from the restricted determinant, since both give $n_\uparrow=n_\downarrow=n/2$. The probability density $P(\mathbf r)$ of finding an up and a down electron at the same point can. For the determinant it is
\begin{equation}
P=n_\uparrow n_\downarrow=\tfrac14n^2 .
\end{equation}
The singlet has the spatial function $[\phi_A(\mathbf r)\phi_B(\mathbf r')+\phi_B(\mathbf r)\phi_A(\mathbf r')]/\sqrt2$, which at $\mathbf r'=\mathbf r$ gives
\begin{equation}
P=2\phi_A^2\phi_B^2\longrightarrow0 .
\end{equation}
For a determinant with one orbital per spin, $\zeta^2=(n_\uparrow-n_\downarrow)^2/n^2=1-4P/n^2$. Multiconfiguration pair-density functional theory uses this relation to define an effective polarization from the $P$ of a multiconfigurational wave function. In the stretched singlet $n=\phi_A^2+\phi_B^2$, so $4P/n^2=8\phi_A^2\phi_B^2/(\phi_A^2+\phi_B^2)^2$. Near atom $A$ this is about $8\phi_B^2/\phi_A^2\to0$, and likewise near atom $B$, which gives $|\zeta|=1$. The ratio does not vanish near the midplane, where it equals 2. Wherever it exceeds 1 the relation would give a negative $\zeta^2$, and the original translation scheme sets $\zeta$ to zero. The density there vanishes with increasing separation, so this region contributes nothing in the limit. LDA is thus evaluated as for polarized atoms although the true spin densities are equal.

With the exact 1s orbitals, the kinetic and classical Coulomb energies are those computed above, and the energy per atom becomes $-0.4777$. The violation $\Delta$ is gone in this limit. The error of $0.0223$ per atom remains, because it belongs to LDA for a fully polarized electron.

\section*{Calculated quantities}
\begin{verbatim}
Ring, hopping matrix element +1 (energies in units of it)
  degenerate ground level            -1.000000
  ensemble energy, 0.3/0.7 mixture   -1.000000
  same, density (0.9,0.05,0.05)      -0.7485
Stretched H2, full diagonalization, 7 s Gaussians per atom
  separation                         40.0 bohr
  H atom energy in this basis        -0.499775 hartree
  H2 singlet energy                  -0.999550 hartree
  H anion energy, same s basis       -0.512052 hartree
  spin-up electrons on atom A        0.500000
  spin-down electrons on atom A      0.500000
Exact 1s density
  kinetic energy                     0.500000 hartree
  nuclear attraction                 -1.000000 hartree
  Hartree energy J                   0.312500 hartree
  required exact Exc                 -0.312500 hartree
Perdew-Wang A, alpha1, beta1..beta4 (atomic units)
  unpolarized 0.031091 0.2137 7.5957 3.5876 1.6382 0.49294
  polarized   0.015545 0.20548 14.1189 6.1977 3.3662 0.62517
LDA on exact density: g, Ex, Ec, total energy (hartree)
  0.50  -0.212742  -0.041392  -0.441633
  0.60  -0.214640  -0.040814  -0.442954
  0.75  -0.224859  -0.037675  -0.450034
  0.90  -0.245350  -0.030899  -0.463749
  1.00  -0.268037  -0.022184  -0.477721
  exchange change, g=1 to 1/2        0.055296 hartree
  correlation change, g=1 to 1/2     -0.019208 hartree
  violation, exact density           0.036088 hartree
  violation, exact density           0.9820 eV
  total error at g=1/2               0.058367 hartree
  total error at g=1                 0.022279 hartree
Self-consistent LDA, even-tempered s Gaussians
  number of functions per atom       14
  smallest exponent, ratio           0.02 bohr^-2, 2.2
  exact-Hamiltonian energy in basis  -0.499998 hartree
  energy, g=1                        -0.47871 hartree
  energy, g=1/2                      -0.44567 hartree
  violation                          0.03304 hartree
  violation                          0.899 eV
  total error at g=1/2               0.05433 hartree
  total error at g=1/2               1.479 eV
  restricted H2 separation           30.0 bohr
  restricted H2 energy               -0.89133 hartree
  twice the g=1/2 atom               -0.89133 hartree
  H2 dissociation-limit error        0.10867 hartree
  H2 dissociation-limit error        2.957 eV
\end{verbatim}
